Five halides on a sphere: the square pyramid as pseudorotation barrier

**Question**

I am trying to understand why the ligands of a pentahalide can change places so easily. The exercise treats the five halides as unit point charges on a sphere of radius r around the central ion. It asks me to show that the optimised square pyramid lies about 0.0090/r atomic units above the trigonal bipyramid, and that this is an electrostatic barrier to pseudorotation.

I have two problems. When I put the four basal ligands at 90° from the apical one, the difference comes out as about 0.18/r, twenty times too large. And even with the right energy, I don't see why the difference between two shapes should be a barrier. Couldn't the square pyramid be a second minimum, with a higher pass in between? Or couldn't the molecule go round it by a lower route?

**Answer**

Your first problem is cured by letting the basal ligands bend away from the apex. The second needs the curvature of the energy at the square pyramid, and then a look at the other routes.

**The energy to compare**

Write the ligand positions as r n_i, with unit vectors n_i. In atomic units (energy in hartree, r in bohr) the repulsion among the ligands is

U = u/r, u = Σ_{i<j} 1/|n_i − n_j|.

All ligands stay at the same distance r from the central ion, so their attraction to it is the same for every shape and cancels from energy differences. Two ligands seen from the centre at an angle γ have

|n_i − n_j|² = 2 − 2 cos γ = 4 sin²(γ/2),

so their separation is 2 sin(γ/2) in units of r.

**Trigonal bipyramid**

There is one pair at 180° (separation 2), six axial–equatorial pairs at 90° (separation √2), and three equatorial pairs at 120° (separation √3). Hence

u_TBP = 1/2 + 6/√2 + 3/√3 = 1/2 + 3√2 + √3 = 6.474691.

**Square pyramid**

Let θ be the angle apex–centre–base. The four apex–base pairs have separation 2 sin(θ/2). The basal ligands form a square on a circle of radius sin θ, with four sides √2 sin θ and two diagonals 2 sin θ. Therefore

u(θ) = 4/[2 sin(θ/2)] + 4/(√2 sin θ) + 2/(2 sin θ)
 = 2/sin(θ/2) + C/sin θ, C = 1 + 2√2.

At θ = 90° this gives 2√2 + 1 + 2√2 = 6.657, which is your 0.18 above the bipyramid. But 90° is not the optimum. The derivative is

u′(θ) = −cos(θ/2)/sin²(θ/2) − C cos θ/sin²θ.

Set it to zero, write c = cos(θ/2) and s = sin(θ/2), use sin θ = 2sc, and multiply by −4s²c²:

4c³ + C cos θ = 0.

With cos θ = 2c² − 1 this becomes

4c³ + 2Cc² − C = 0.

The left side is −C at c = 0 and 4 + C at c = 1, and it increases in between, so there is one root in this interval. Since u(θ) diverges at θ → 0 and θ → 180°, that single stationary point is the minimum within the fourfold-symmetric shapes. The root is c = 0.615142, so θ = 104.08° and s = √(1 − c²) = 0.788416. Then

u_SP = 2/s + C/(2sc) = (4c + C)/(2sc) = 6.483661.

From the unrounded values,

u_SP − u_TBP = 0.008969,

or about 0.0090/r hartree. This is only 0.14 % of u_TBP, so both sums must be worked out to much better than 0.1 %.

**Is the square pyramid a minimum or a pass?**

First, it is stationary against every displacement on the sphere, not just a change of θ. The force at a symmetric shape must share the symmetry of that shape. In the square pyramid the fourfold axis allows no tangential force on the apical ligand. The mirror plane through each basal ligand leaves only a force along θ, equal for all four, and that component vanishes at the optimum. In the trigonal bipyramid symmetry leaves no tangential force at all.

Now take the Berry motion. Keep one ligand, the pivot, on the z axis. Put one opposite pair at polar angle α in the xz plane and the other at polar angle β in the yz plane:

(±sin α, 0, cos α), (0, ±sin β, cos β).

The scalar product of a ligand from one pair with a ligand from the other is cos α cos β. There are four such combinations, so

V(α,β) = 1/sin(α/2) + 1/sin(β/2) + 1/(2 sin α) + 1/(2 sin β) + 4/√(2 − 2 cos α cos β).

The first two terms are repulsion from the pivot, the next two act within each pair, and the last acts between the pairs. The square pyramid is α = β = θ. The point (90°, 120°) is a trigonal bipyramid whose axial ligands are the first pair; at (120°, 90°) they are the second pair. The pivot is equatorial in both.

At the square pyramid, bend the pairs in opposite senses: α = θ + δ, β = θ − δ. For the last term,

cos α cos β = ½[cos 2θ + cos 2δ] = cos²θ − sin²δ,

so to second order in δ

4/√(2 sin²θ + 2 sin²δ) ≈ 2√2/sin θ − √2 δ²/sin³θ.

For the other terms define g(x) = 1/sin(x/2) + 1/(2 sin x). The linear terms cancel:

g(θ + δ) + g(θ − δ) ≈ 2g(θ) + g″(θ) δ².

The second derivative of 1/sin y is 1/sin y + 2cos²y/sin³y = (1 + cos²y)/sin³y. The half-angle term carries an extra factor 1/4. Collecting everything, V = u_SP + κδ² + …, with

κ = [1 + cos²(θ/2)]/[4 sin³(θ/2)] + (1 + cos²θ)/(2 sin³θ) − √2/sin³θ
 ≈ 0.703 + 0.580 − 1.550,

which gives κ = −0.266 when the terms are added before rounding.

The energy falls on both sides, so the square pyramid is not a minimum. The negative term shows why: the opposite bending lengthens all four sides of the basal square, and the relief there outweighs the cost in the other terms.

A pass should have one downhill direction only. In this motion four ligands each move by δ, so the squared displacement is 4δ². Equating κδ² with ½λ(4δ²) gives the Hessian eigenvalue λ = κ/2 = −0.133. The five ligands have ten tangential displacements, three of which are rotations of the whole shape. A numerical Hessian for the remaining seven gives one negative eigenvalue, equal to κ/2, and six positive ones. For the trigonal bipyramid all seven are positive. The first shape is therefore a first-order saddle and the second a minimum.

**Does this saddle set the barrier?**

Go in a straight line in the (α,β) plane from (90°, 120°) to (θ,θ). The energies above the bipyramid are:

- one quarter of the way: 0.001705/r
- half-way: 0.005043/r
- three quarters: 0.007891/r
- at the square pyramid: 0.008969/r

On a grid of 401 points the energy rises at every step. Exchanging α and β gives the mirror-image descent to the other bipyramid. This route has its top at the square pyramid, so the barrier is no higher than 0.008969/r. Following the force downhill from shapes displaced by δ = ±0.01 rad also ends in two bipyramids with different axial pairs.

Could another route be lower? Coincident ligands have infinite energy, so a path of finite energy keeps them apart. The lowest possible maximum along paths joining two separate minima then occurs at a stationary point that is not itself a minimum. A lower route would need such a point below the square pyramid.

A search from 120 random arrangements, of which 119 converged, found stationary energies at just three levels: u = 6.47469, 6.48366 and 6.88191. The first two are our shapes. The third is the value for a regular pentagon on the equator, 5/(2 sin 36°) + 5/(2 sin 72°). Nothing appeared between the first two. This is numerical evidence that there is no lower pass, not a proof.

**A worked case: a chloride precursor vapour**

Take r = 0.23 nm and T = 400 K, rough values for the monomer of tantalum pentachloride in a heated precursor line. With e²/(4πε₀) = 1.440 eV nm,

ΔE = 0.008969 × 1.440 eV nm / 0.23 nm = 0.056 eV (5.4 kJ/mol).

Since kT = 0.0345 eV, the barrier is 1.6 kT. In this model thermal energy is enough to make passage over the square pyramid easy.

Tunnelling hardly matters at this temperature. In the unstable mode four ligands of mass m move with speed r dδ/dt, so the kinetic energy is 2mr²(dδ/dt)². With potential energy κδ²e²/(4πε₀r), the equation of motion is

4mr² d²δ/dt² = −2κδ e²/(4πε₀r).

Because κ is negative, δ grows exponentially at a rate ω‡ given by

ω‡² = |κ|e²/(8πε₀mr³).

The central atom does not recoil: the two pairs move oppositely along z, and sideways motion cancels within each pair. For m = 35.45 u, ω‡ = 6.5 × 10¹² s⁻¹ and ħω‡ = 4.3 meV. The crossover temperature ħω‡/(2πk) is about 8 K, and the leading (Wigner) tunnelling factor 1 + (ħω‡/kT)²/24 at 400 K is 1.0007. The change in zero-point energy, with the central atom held fixed, lowers the barrier by about 1 meV.

**How far to trust the 0.056 eV**

Tantalum pentachloride vapour does contain trigonal-bipyramidal monomers, but its chlorine atoms are not unit point charges. The estimates below each change one assumption, with round parameters chosen for scale:

- **Partial charge.** If every charge, including the central one, is halved, the barrier falls by a factor of four, to 0.014 eV. That is below kT.
- **Polarisable ligands.** Return to unit charges, with +5 at the centre, and give each halide a polarisability volume of 0.003 nm³. With the induced dipoles coupled to one another, the difference between the shapes rises to 0.145 eV, 2.6 times the original. Halving all charges in this version too gives 0.036 eV. With unit charges each induced dipole is about 0.6 e r, as if a unit charge had moved by more than half a bond length. Linear point dipoles are not reliable at that strength, so these two numbers show that polarisation can matter, not how large its effect really is.
- **Short-range repulsion.** A pair energy of 0.02 eV at 0.35 nm, decaying with a range of 0.03 nm, raises the difference from 0.056 to 0.075 eV.
- **Unequal bonds.** Radial springs of 250 N/m, balanced at r for the mean outward force in the bipyramid, leave the difference at 0.056 eV. The bond lengths change by less than 0.0005 nm.

In the last three estimates θ was optimised again, and the bipyramid was kept at its symmetric angles. I did not repeat the search for saddles, so these are energy differences between two shapes and not established barriers. They should not simply be added together.

The assumption of equal bond lengths is therefore harmless for these springs. They do not, however, reproduce the much larger difference between axial and equatorial bonds in the real molecule, so the effect of that difference is not settled here. The point-charge assumption clearly matters: halving the charges alone cuts the result from 0.056 to 0.014 eV, while the rough dipole estimate moves it the other way. Covalent bonding, including the part played by the metal d orbitals, is missing throughout, and the estimates do not tell you its size or sign. The 0.0090/r law describes equal unit charges on a fixed sphere. For the real molecule it illustrates one electrostatic contribution; it gives neither the actual size of that contribution nor a prediction of the measured barrier. The numerical output below gives the values to more digits.

Calculated quantities

```
TBP repulsion u = 6.474691 hartree bohr
SP root cos(theta/2) = 0.615142
SP apex-centre-base angle theta = 104.076 deg
SP repulsion u = 6.483661 hartree bohr
SP minus TBP = 0.008969 hartree bohr
SP minus TBP relative to u_TBP = 0.139 %
kappa = -0.26621 hartree bohr per rad^2
lowest SP Hessian eigenvalue = -0.13310 hartree bohr per rad^2
SP negative, positive modes = 1, 6
TBP negative, positive modes = 0, 7
path fraction 0.00: u - u_TBP = 0.000000 hartree bohr
path fraction 0.25: u - u_TBP = 0.001705 hartree bohr
path fraction 0.50: u - u_TBP = 0.005043 hartree bohr
path fraction 0.75: u - u_TBP = 0.007891 hartree bohr
path fraction 1.00: u - u_TBP = 0.008969 hartree bohr
axial ligand pairs after descent (pivot = 0) = [(1, 2), (3, 4)]
search: starts, converged = 120, 119
lowest stationary u found = 6.47469, 6.48366, 6.88191 hartree bohr
Coulomb constant e^2/(4 pi eps0) = 1.439965 eV nm
example radius = 0.23 nm = 4.3464 bohr
example ligand mass = 35.45 u
example temperature = 400 K, kT = 0.0345 eV
barrier = 0.0562 eV = 5.42 kJ/mol
barrier / kT = 1.629
effective charge (chosen) = 0.50 e, barrier = 0.0140 eV
polarisability (chosen) = 0.0030 nm^3, alpha/r^3 = 0.2466
SP minus TBP with induced dipoles = 0.1451 eV, theta = 103.95 deg
short-range pair energy (chosen) = 0.020 eV at 0.35 nm, range 0.030 nm
SP minus TBP with short-range term = 0.0746 eV, theta = 103.50 deg
radial spring (chosen) = 250 N/m
SP minus TBP with unequal bonds = 0.0561 eV
TBP axial, equatorial lengths = 0.23027, 0.22982 nm
SP apical, basal lengths = 0.22955, 0.23015 nm
unstable-mode angular frequency = 6.548e+12 rad/s
unstable-mode quantum = 4.310 meV
zero-point shift of barrier, fixed centre = -1.009 meV
tunnelling crossover temperature = 7.96 K
Wigner factor at example temperature = 1.000651
```
